# Spin-drift velocity of a magnetic texture and what it means: a program that tests the result

```python
"""
Result under test: the adiabatic spin-transfer (spin-drift) velocity
    u = g mu_B P J / (2 e Ms)
J: current density magnitude, P: current polarization, Ms: magnetization,
g: g-factor of the magnetization. Electrons flow along +x.
Road 1: electron spinors are carried through a 180-degree domain wall and the
angular momentum they exchange with the magnetization is counted.
Road 2: the magnetization equation with damping alpha and nonadiabaticity beta
is integrated on a grid; a steady wall should move at (beta/alpha) u.
"""
import numpy as np
from scipy.constants import e, hbar, physical_constants

mu_B = physical_constants["Bohr magneton"][0]
J, P, Ms, g = 1.0e12, 0.5, 8.0e5, 2.0


def spin_drift_velocity(current, polarization, magnetization, g_factor):
    return g_factor * mu_B * polarization * current / (2 * e * magnetization)


u = spin_drift_velocity(J, P, Ms, g)

# ---------- Road 1: electron spin in the exchange field of a wall ----------
splitting = 1.0 * e          # exchange splitting, J
speed = 1.0e6                # electron speed, m/s
wall_width = 10e-9           # wall width parameter, m


def carry_electron(width, majority, steps=20000):
    """Return spin gained along z (units of hbar) and largest misalignment.

    H = (splitting/2) m.sigma; the majority spin is antiparallel to m because
    the electron moment is opposite to its spin. m turns from +z to -z.
    """
    edges = np.linspace(-12.0, 12.0, steps + 1)
    middles = 0.5 * (edges[1:] + edges[:-1])
    theta_edge = 2 * np.arctan(np.exp(edges))
    theta_mid = 2 * np.arctan(np.exp(middles))
    half_angle = splitting * width * (edges[1] - edges[0]) / (2 * hbar * speed)
    ca, sa = np.cos(half_angle), np.sin(half_angle)
    half = theta_edge[0] / 2
    if majority:
        up, down = complex(-np.sin(half)), complex(np.cos(half))
    else:
        up, down = complex(np.cos(half)), complex(np.sin(half))
    ups, downs = [up], [down]
    for c, s in zip(np.cos(theta_mid).tolist(), np.sin(theta_mid).tolist()):
        up, down = (ca * up - 1j * sa * (c * up + s * down),
                    ca * down - 1j * sa * (s * up - c * down))
        ups.append(up)
        downs.append(down)
    a, b = np.array(ups), np.array(downs)
    cross_term = np.conj(a) * b
    sigma = np.array([2 * cross_term.real, 2 * cross_term.imag,
                      abs(a) ** 2 - abs(b) ** 2])
    m = np.array([np.sin(theta_edge), 0 * theta_edge, np.cos(theta_edge)])
    followed = -m if majority else m
    misalignment = np.linalg.norm(sigma - followed, axis=0).max()
    return (sigma[2, -1] - sigma[2, 0]) / 2, misalignment


gain_major, misalign = carry_electron(wall_width, True)
gain_minor, _ = carry_electron(wall_width, False)
_, misalign_wide = carry_electron(2 * wall_width, True)
narrow_width = 0.1e-9
gain_narrow, _ = carry_electron(narrow_width, True)
xi = wall_width * splitting / (hbar * speed)
xi_narrow = narrow_width * splitting / (hbar * speed)

assert abs(gain_major - 1) < 1e-3
assert abs(gain_minor + 1) < 1e-3
assert 1.95 < misalign / misalign_wide < 2.05
assert gain_narrow < 0.2


def velocity_by_counting(current, polarization, magnetization, g_factor):
    """Wall speed that balances the angular momentum taken by electrons."""
    flux = current / e
    major = flux * (1 + polarization) / 2
    minor = flux * (1 - polarization) / 2
    rate = hbar * (major * gain_major + minor * gain_minor)
    gamma_here = g_factor * mu_B / hbar
    return rate / (2 * magnetization / gamma_here)


u_counted = velocity_by_counting(J, P, Ms, g)
for case in [(J, P, Ms, g), (J, 0.3, Ms, 2.1), (2 * J, 0.7, 5e5, g)]:
    assert abs(velocity_by_counting(*case) / spin_drift_velocity(*case) - 1) < 2e-3
assert abs(u - 36) < 0.5

# ---------- Road 2: magnetization dynamics of a wall on a grid ----------
stiffness, K_easy, K_hard = 1.0e-11, 1.0e5, 1.0e5   # J/m, J/m^3, J/m^3
alpha = 0.2
gamma = g * mu_B / hbar
length = np.sqrt(stiffness / K_easy)      # unit of length, m
rate_unit = 2 * gamma * K_easy / Ms       # unit of inverse time, 1/s
u_scaled = u / (length * rate_unit)
total_time, measure_time = 1.5e-9, 0.5e-9


def cross(a, b):
    return np.array([a[1] * b[2] - a[2] * b[1],
                     a[2] * b[0] - a[0] * b[2],
                     a[0] * b[1] - a[1] * b[0]])


def run_wall(beta):
    """Return late wall velocity (m/s) and total displacement (m)."""
    dx = 0.25
    x = np.arange(-12.0, 20.0 + dx / 2, dx)
    m = np.array([1 / np.cosh(x), 0 * x, -np.tanh(x)])
    steps = int(np.ceil(total_time * rate_unit / 0.025))
    dt = total_time * rate_unit / steps
    start_measure = int(round(steps * (1 - measure_time / total_time)))

    def slope(mag):
        c = mag[:, 2:-2]
        l1, r1 = mag[:, 1:-3], mag[:, 3:-1]
        l2, r2 = mag[:, :-4], mag[:, 4:]
        first = (8 * (r1 - l1) - (r2 - l2)) / (12 * dx)
        field = (16 * (r1 + l1) - (r2 + l2) - 30 * c) / (12 * dx ** 2)
        field[2] += c[2]
        field[1] -= (K_hard / K_easy) * c[1]
        torque = -cross(c, field - beta * u_scaled * first) - u_scaled * first
        result = np.zeros_like(mag)
        result[:, 2:-2] = (torque + alpha * cross(c, torque)) / (1 + alpha ** 2)
        return result

    def position(mag):
        return dx * np.sum(1 + mag[2]) / 2

    first_position = position(m)
    for n in range(steps):
        if n == start_measure:
            early_position = position(m)
        k1 = slope(m)
        k2 = slope(m + dt / 2 * k1)
        k3 = slope(m + dt / 2 * k2)
        k4 = slope(m + dt * k3)
        m = m + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
        m /= np.sqrt((m ** 2).sum(axis=0))
    last_position = position(m)
    elapsed = (steps - start_measure) * dt
    velocity = (last_position - early_position) / elapsed * length * rate_unit
    return velocity, (last_position - first_position) * length


wall_results = {}
for ratio in (0.0, 1.0, 2.0):
    wall_results[ratio] = run_wall(ratio * alpha)
    assert abs(wall_results[ratio][0] - ratio * u) < 0.005 * u
assert wall_results[0.0][1] > 0

# ---------- Numbers for the text ----------
print(f"current density J = {J:.1e} A/m^2")
print(f"polarization P = {P:.2f} (dimensionless)")
print(f"magnetization Ms = {Ms:.1e} A/m")
print(f"g-factor = {g:.1f} (dimensionless)")
print(f"elementary charge e = {e:.5e} C")
print(f"Bohr magneton = {mu_B:.5e} J/T")
print(f"particle flux J/e = {J / e:.4e} 1/(m^2 s)")
print(f"net polarized flux P J/e = {P * J / e:.4e} 1/(m^2 s)")
print(f"density of Bohr magnetons Ms/mu_B = {Ms / mu_B:.4e} 1/m^3")
print(f"spin-drift velocity u = {u:.2f} m/s")
print(f"u from counting electron spins = {u_counted:.2f} m/s")
print(f"u if g = 2.1 = {spin_drift_velocity(J, P, Ms, 2.1):.2f} m/s")
print(f"pattern shift u t in a 1 ns pulse = {u * 1e-9 * 1e9:.1f} nm")
print(f"exchange splitting = {splitting / e:.1f} eV")
print(f"electron speed = {speed:.1e} m/s")
print(f"wall width parameter = {wall_width * 1e9:.1f} nm")
print(f"adiabaticity xi = {xi:.2f} (dimensionless)")
print(f"spin gained by majority electron = {gain_major:.4f} hbar")
print(f"spin gained by minority electron = {gain_minor:.4f} hbar")
print(f"largest misalignment = {misalign:.4f} (unit-vector difference)")
print(f"same, wall twice as wide = {misalign_wide:.4f} (unit-vector difference)")
print(f"narrow wall width parameter = {narrow_width * 1e9:.1f} nm")
print(f"narrow wall xi = {xi_narrow:.3f} (dimensionless)")
print(f"narrow wall, majority spin gained = {gain_narrow:.4f} hbar")
print(f"exchange stiffness = {stiffness:.1e} J/m")
print(f"easy-axis constant = {K_easy:.1e} J/m^3")
print(f"hard-axis constant = {K_hard:.1e} J/m^3")
print(f"damping alpha = {alpha:.2f} (dimensionless)")
print(f"simulated time = {total_time * 1e9:.1f} ns")
print(f"velocity measured over last = {measure_time * 1e9:.1f} ns")
for ratio, (velocity, shift) in wall_results.items():
    print(f"beta/alpha = {ratio:.0f}: late wall velocity = {velocity:.2f} m/s")
    print(f"beta/alpha = {ratio:.0f}: total wall shift = {shift * 1e9:.2f} nm")
print("all assertions hold")
```

It prints:

```
current density J = 1.0e+12 A/m^2
polarization P = 0.50 (dimensionless)
magnetization Ms = 8.0e+05 A/m
g-factor = 2.0 (dimensionless)
elementary charge e = 1.60218e-19 C
Bohr magneton = 9.27401e-24 J/T
particle flux J/e = 6.2415e+30 1/(m^2 s)
net polarized flux P J/e = 3.1208e+30 1/(m^2 s)
density of Bohr magnetons Ms/mu_B = 8.6263e+28 1/m^3
spin-drift velocity u = 36.18 m/s
u from counting electron spins = 36.18 m/s
u if g = 2.1 = 37.99 m/s
pattern shift u t in a 1 ns pulse = 36.2 nm
exchange splitting = 1.0 eV
electron speed = 1.0e+06 m/s
wall width parameter = 10.0 nm
adiabaticity xi = 15.19 (dimensionless)
spin gained by majority electron = 1.0000 hbar
spin gained by minority electron = -1.0000 hbar
largest misalignment = 0.0660 (unit-vector difference)
same, wall twice as wide = 0.0329 (unit-vector difference)
narrow wall width parameter = 0.1 nm
narrow wall xi = 0.152 (dimensionless)
narrow wall, majority spin gained = 0.0549 hbar
exchange stiffness = 1.0e-11 J/m
easy-axis constant = 1.0e+05 J/m^3
hard-axis constant = 1.0e+05 J/m^3
damping alpha = 0.20 (dimensionless)
simulated time = 1.5 ns
velocity measured over last = 0.5 ns
beta/alpha = 0: late wall velocity = 0.00 m/s
beta/alpha = 0: total wall shift = 4.14 nm
beta/alpha = 1: late wall velocity = 36.17 m/s
beta/alpha = 1: total wall shift = 54.25 nm
beta/alpha = 2: late wall velocity = 72.33 m/s
beta/alpha = 2: total wall shift = 104.35 nm
all assertions hold
```
